\section*{Single-site CPA and band splitting in an equiatomic alloy}

Consider a random binary alloy with site levels $\varepsilon_A$ and $\varepsilon_B$, separated by $\Delta=\varepsilon_A-\varepsilon_B>0$, whose clean band is semi-elliptic with half bandwidth $D$. In the single-site coherent potential approximation (CPA) the equiatomic alloy has one band for $\Delta<D$ and two bands, with a gap between them, for $\Delta>D$. At $\Delta=D$ the density of states vanishes at the band centre, but no gap is open yet. The self-energy $\Sigma(z)$ behind this result is fixed by the condition that a real atom placed in the effective medium does not scatter on average,
\begin{equation}
c_At_A+c_Bt_B=0,\qquad t_i=\frac{\varepsilon_i-\Sigma}{1-(\varepsilon_i-\Sigma)F},
\label{cpa}
\end{equation}
where $c_A+c_B=1$ are the concentrations and $F$ is the site-diagonal Green function of the medium. For a semi-elliptic band this condition becomes a cubic equation. The splitting is a property of the CPA; the strict gap of an alloy on an ordinary lattice obeys a different condition, derived near the end.

The Hamiltonian has one orbital per site,
\begin{equation}
H=W+\sum_n\varepsilon_n|n\rangle\langle n| .
\end{equation}
The hopping $W$ is translation invariant, has no site-diagonal part and does not depend on which atoms occupy the sites. Each $\varepsilon_n$ is drawn independently, so short-range order is absent. Let $z$ be a complex energy with $\operatorname{Im}z>0$. We seek a medium with the same local self-energy on every site, and write
\begin{equation}
g=(z-\Sigma-W)^{-1},\qquad F=\langle n|g|n\rangle .
\end{equation}
Relative to this medium, site $n$ carries the potential $v_n=\varepsilon_n-\Sigma$. With $V=\sum_nv_n|n\rangle\langle n|$, the alloy Green function is $G_{\rm alloy}=g+gTg$, where $T=V(1+gT)$. Split $T=\sum_nT_n$ according to the site of the leftmost potential:
\begin{equation}
T_n=v_n|n\rangle\langle n|\Bigl(1+gT_n+g\sum_{m\ne n}T_m\Bigr).
\end{equation}
Moving the term with $T_n$ to the left and inverting sums all repeated scattering on the one site,
\begin{equation}
T_n=|n\rangle t_n\langle n|\Bigl(1+g\sum_{m\ne n}T_m\Bigr),\qquad
t_n=\frac{v_n}{1-v_nF}.
\label{ms}
\end{equation}

So far nothing has been approximated. The single-site approximation averages $t_n$ separately from the bracket, which describes the wave arriving at site $n$. If $\langle t_n\rangle=0$, every $\langle T_n\rangle$ then vanishes, and the averaged Green function equals $g$. This is condition (\ref{cpa}). An equivalent form follows from the Green function on a single atom of species $i$ in the medium,
\begin{equation}
G_i=F+Ft_iF=\frac{F}{1-(\varepsilon_i-\Sigma)F}
=\frac{1}{F^{-1}+\Sigma-\varepsilon_i}.
\label{gi}
\end{equation}
Averaging the first equality shows that $\langle t\rangle=0$ is the same as
\begin{equation}
c_AG_A+c_BG_B=F .
\label{avg}
\end{equation}

The neglected terms appear when (\ref{ms}) is iterated. It produces products $t_ng_{nm}t_m\cdots$ in which neighbouring factors belong to different sites. A product in which some site occurs once averages to zero, because $\langle t\rangle=0$ and the sites are independent. The shortest survivor has the site sequence $n,m,n,m$ and the value $\langle t^2\rangle^2g_{nm}g_{mn}g_{nm}$. At fixed $z$ off the real axis each $t$ is of order $\Delta$ for weak disorder, so the error of the averaged Green function starts at order $\Delta^4$. If instead $\Sigma$ is set to the mean level $\bar\varepsilon=c_A\varepsilon_A+c_B\varepsilon_B$, then $\langle t\rangle\approx\langle v^2\rangle F=c_Ac_B\Delta^2F$, and the error starts at order $\Delta^2$. Averaging over all 64 occupations of a six-site ring, with $\Delta$ halved from $0.2D$ to $0.1D$, gave the exponents 3.96 for the CPA and 2.00 for the mean-level medium.

Now let the clean density of states per site be
\begin{equation}
\rho_0(E)=\frac{2}{\pi D^2}\sqrt{D^2-E^2},\qquad |E|\le D .
\end{equation}
The corresponding Green function is
\begin{equation}
F(\zeta)=\int\frac{\rho_0(E)\,dE}{\zeta-E}
=\frac{2}{D^2}\Bigl(\zeta-\sqrt{\zeta^2-D^2}\Bigr),
\end{equation}
with the root that behaves as $\zeta$ at infinity. To verify this, note that the right side is analytic off the interval $[-D,D]$ and falls off as $1/\zeta$. Just above the interval the root is $i\sqrt{D^2-E^2}$, so $-\operatorname{Im}F/\pi=\rho_0$. Both sides have the same jump across the interval; their difference is therefore analytic everywhere and vanishes at infinity, so it is zero. With $\tau=D^2/4$, this $F$ is a root of
\begin{equation}
\tau F^2-\zeta F+1=0,\qquad\text{hence}\qquad \zeta=\tau F+\frac1F .
\end{equation}
In the medium $\zeta=z-\Sigma$. Writing $G=F(z-\Sigma)$ for the averaged local Green function, we obtain
\begin{equation}
\frac1G+\Sigma=z-\tau G\equiv u .
\end{equation}
This is the combination in the denominator of (\ref{gi}), so (\ref{avg}) becomes
\begin{equation}
G=\frac{c_A}{u-\varepsilon_A}+\frac{c_B}{u-\varepsilon_B},\qquad u=z-\tau G .
\label{semi}
\end{equation}
Each atom sees its own level and a surrounding that enters through the single term $\tau G$.

Multiply (\ref{semi}) by both denominators and define $\tilde\varepsilon=c_B\varepsilon_A+c_A\varepsilon_B$:
\begin{equation}
G(u-\varepsilon_A)(u-\varepsilon_B)=u-\tilde\varepsilon .
\label{prod}
\end{equation}
Inserting $u=z-\tau G$, expanding the product and bringing $z-\tau G-\tilde\varepsilon$ to the left gives the cubic
\begin{multline}
\tau^2G^3-\tau(2z-\varepsilon_A-\varepsilon_B)G^2\\
+\bigl[(z-\varepsilon_A)(z-\varepsilon_B)+\tau\bigr]G-(z-\tilde\varepsilon)=0 .
\label{cubic}
\end{multline}
The $+\tau$ in the bracket comes from the $-\tau G$ on the right of (\ref{prod}). The self-energy is $\Sigma=u-1/G$. To simplify it, use $\bar\varepsilon+\tilde\varepsilon=\varepsilon_A+\varepsilon_B$ and
\begin{equation}
\bar\varepsilon\tilde\varepsilon=(c_A^2+c_B^2)\varepsilon_A\varepsilon_B+c_Ac_B(\varepsilon_A^2+\varepsilon_B^2)
=\varepsilon_A\varepsilon_B+c_Ac_B\Delta^2 ,
\end{equation}
where $c_A^2+c_B^2=1-2c_Ac_B$. Thus $(u-\varepsilon_A)(u-\varepsilon_B)=(u-\bar\varepsilon)(u-\tilde\varepsilon)-c_Ac_B\Delta^2$, and division by $u-\tilde\varepsilon$ gives
\begin{equation}
\Sigma=\bar\varepsilon+\frac{c_Ac_B\Delta^2}{u-\tilde\varepsilon}.
\label{sigma}
\end{equation}

A cubic has three roots, and one must be selected. In terms of $u$, equation (\ref{semi}) reads
\begin{equation}
z=u+\tau\sum_i\frac{c_i}{u-\varepsilon_i}.
\label{zu}
\end{equation}
For $\operatorname{Im}z>0$ no root $u$ is real, since a real $u$ gives a real $z$. The roots move continuously with $z$ and stay finite, so the number of them in the upper half plane is the same for all such $z$. At large $z$ one root is near $z$, and the other two are near $\varepsilon_i+\tau c_i/z$, which lie in the lower half plane. Hence one root has $\operatorname{Im}u>0$. Because
\begin{equation}
\operatorname{Im}G=-\operatorname{Im}u\;S,\qquad S=\sum_i\frac{c_i}{|u-\varepsilon_i|^2},
\end{equation}
it is also the one root with $\operatorname{Im}G<0$, as a Green function requires. It lies on the correct branch of $F$ too. The imaginary part of (\ref{zu}) is $\operatorname{Im}z=\operatorname{Im}u\,(1-\tau S)>0$, so $\tau S<1$. Since $|G|^2\le S$ by the Cauchy--Schwarz inequality, $\tau|G|^2<1$. The two roots of $\tau F^2-\zeta F+1=0$ have the product $1/\tau$, and the one that decays at infinity is the smaller, which is the one found here.

At a real energy $E$ the coefficients are real. If the cubic has a complex pair, the physical root tends to the member with $\operatorname{Im}u>0$, and the density of states $\rho=-\operatorname{Im}G/\pi$ is positive. If all three roots are real, $\rho=0$. Finding the bands therefore amounts to counting real roots.

For the equiatomic alloy put the zero of energy midway between the levels, so that they are $\pm a$ with $a=\Delta/2$. Then $\bar\varepsilon=\tilde\varepsilon=0$, $G=u/(u^2-a^2)$ and
\begin{equation}
z(u)=u+\frac{\tau u}{u^2-a^2},\qquad
z'(u)=1-\frac{\tau(u^2+a^2)}{(u^2-a^2)^2}.
\end{equation}
The number of real roots can change where $z'(u)=0$. With $s=u^2$ this is $(s-a^2)^2=\tau(s+a^2)$, or
\begin{equation}
s^2-(2a^2+\tau)s+a^2(a^2-\tau)=0 .
\label{quad}
\end{equation}
The discriminant is $(2a^2+\tau)^2-4a^4+4a^2\tau=\tau^2+8a^2\tau$, so
\begin{equation}
s_\pm=\tfrac12\Bigl[2a^2+\tau\pm\sqrt{\tau^2+8a^2\tau}\Bigr].
\end{equation}
At $s=a^2$ the left side of (\ref{quad}) equals $-2\tau a^2<0$, hence $s_-<a^2<s_+$. The product of the roots is $a^2(a^2-\tau)$, so $s_-$ is positive if and only if $a^2>\tau$, that is, $\Delta>D$.

It remains to follow the graph of $z(u)$ for real $u$. On $u>a$ it falls from $+\infty$ to a minimum at $u_+=\sqrt{s_+}$ and rises again. The minimum value is
\begin{equation}
E_{\rm out}=u_+\Bigl[1+\frac{\tau}{s_+-a^2}\Bigr].
\end{equation}
The branch $u<-a$ is its mirror image, with maximum $-E_{\rm out}$. On the middle branch, $-a<u<a$, the function runs from $+\infty$ to $-\infty$, so it supplies at least one real root at every energy.

If $a^2<\tau$, the middle branch has no turning point and supplies one root. For $|E|<E_{\rm out}$ the outer branches supply none, so the other two roots form a complex pair. The density is positive throughout $|E|<E_{\rm out}$: there is one band. If $a^2>\tau$, then $z'(0)=1-\tau/a^2>0$, and the middle branch falls, rises between $-u_-$ and $u_-=\sqrt{s_-}$, and falls again. Its local maximum is
\begin{equation}
E_{\rm in}=u_-\Bigl[1-\frac{\tau}{a^2-s_-}\Bigr]>0 ,
\end{equation}
positive because $z$ increases from $z(0)=0$ up to $u_-$. For $|E|<E_{\rm in}$ there are three real roots and no states. Moreover $E_{\rm in}<E_{\rm out}$, since otherwise some energy would have five real roots, counted with multiplicity. For $E_{\rm in}<|E|<E_{\rm out}$ one real root and a complex pair remain. These are two bands separated by the gap $2E_{\rm in}$, which proves the splitting.

The centre of the band shows how the transition comes about. At $z=0$ we have $u=-\tau G$, and a nonzero solution obeys $\tau^2G^2-a^2=-\tau$. For $\Delta<D$ the root with negative imaginary part is $G=-i\sqrt{\tau-a^2}/\tau$, whence
\begin{align}
\rho(0)&=\frac{\sqrt{\tau-a^2}}{\pi\tau}=\frac{2\sqrt{D^2-\Delta^2}}{\pi D^2},\\
\Sigma(0)&=-\tau G-\frac1G=\frac{-ia^2}{\sqrt{\tau-a^2}}
=\frac{-i\Delta^2}{2\sqrt{D^2-\Delta^2}} .
\end{align}
The density falls to zero while the scattering rate $-2\operatorname{Im}\Sigma(0)$ diverges as $\Delta\to D$. Beyond the threshold the roots at $z=0$ are $u=0$ and $u=\pm\sqrt{a^2-\tau}$. Only the first lies on a rising part of $z(u)$, so only it moves into the upper half plane when $\operatorname{Im}z>0$. For this root small $z$ gives $u\approx z/z'(0)=a^2z/(a^2-\tau)$, and (\ref{sigma}), which is now $\Sigma=a^2/u$, yields
\begin{equation}
\Sigma(z)\approx\frac{\Delta^2-D^2}{4z} .
\end{equation}
The damping at the centre has turned into a real pole, which pushes states away from $E=0$ on both sides.

At $\Delta=D$, where $a^2=\tau$, the two terms of $z(u)$ combine to $z=u^3/(u^2-\tau)$, so near the centre $u^3\approx-\tau E$. For $E>0$ the root in the upper half plane is $(\tau E)^{1/3}e^{i\pi/3}$. With $\rho=\operatorname{Im}u/(\pi\tau)$ and the symmetry $E\to-E$,
\begin{equation}
\rho(E)\approx\frac{2\sqrt3}{\pi D^2}\Bigl(\frac{D^2|E|}{4}\Bigr)^{1/3}.
\end{equation}
The density touches zero at one energy, in a cusp. Slightly above threshold, let $\kappa=a^2-\tau\ll\tau$. To leading order $z\approx(\kappa u-u^3)/\tau$, whose maximum lies at $u^2=\kappa/3$. Therefore
\begin{equation}
2E_{\rm in}\approx\frac{4\kappa^{3/2}}{3\sqrt3\,\tau}
\approx\frac{8}{3\sqrt6}\,\frac{(\Delta-D)^{3/2}}{D^{1/2}},
\end{equation}
where $\kappa\approx D(\Delta-D)/2$. The gap opens with zero slope in $\Delta$.

In the opposite limit, $\Delta\gg D$, set $u=a+x$ with $|x|\ll a$. Then $z\approx a+x+\tau/(2x)$, whose turning points $x=\pm\sqrt{\tau/2}$ give the edges $a\pm\sqrt{2\tau}=a\pm D/\sqrt2$. Each sub-band has half width $D/\sqrt2$ rather than $D$, because half of the surrounding sites are off resonance, and the gap approaches $\Delta-\sqrt2D$.

For a numerical case take the round values $D=0.1$ hartree, hence $\tau=0.0025$ hartree$^2$, and $c_A=1/2$. At $\Delta=0.05$ hartree, $\sqrt{D^2-\Delta^2}=0.0866$ hartree. The central density is $2(0.0866)/(0.01\pi)=5.51$ states per hartree and site, against 6.37 in the clean band, and $\operatorname{Im}\Sigma(0)=-0.0025/0.1732=-0.0144$ hartree. The single band extends to $\pm0.1101$ hartree. At $\Delta=0.10$ hartree the central density is zero and the edges are at $\pm0.1299$ hartree.

At $\Delta=0.15$ hartree, $a^2=0.005625$ hartree$^2$. The roots of (\ref{quad}) are $s_-=0.001426$ and $s_+=0.012324$ hartree$^2$, so $u_-=0.03777$ and $u_+=0.11101$ hartree. The edges follow as
\begin{align}
E_{\rm in}&=0.03777\Bigl[1-\frac{0.0025}{0.004199}\Bigr]=0.0153\ \text{hartree},\\
E_{\rm out}&=0.11101\Bigl[1+\frac{0.0025}{0.006699}\Bigr]=0.1524\ \text{hartree}.
\end{align}
The gap is 0.0306 hartree, or 0.83 eV. Each sub-band holds half a state per site. The part of the density on A atoms is $-c_A\operatorname{Im}G_A/\pi$ with $G_A=1/(u-a)$; integrated over the upper sub-band it gives a share of 94.4\%. The remaining 5.6\% sits on B atoms, so even a split band is not a band of one species.

There is a model in which (\ref{semi}) becomes exact, and it allows a check by diagonalization. Let all $N$ sites be coupled by independent Gaussian hoppings $W_{nm}$ of variance $\tau/N$. Eliminating all sites except $n$ gives
\begin{equation}
G_{nn}=\Bigl[z-\varepsilon_n-W_{nn}-\sum_{m,m'\ne n}W_{nm}G^{(n)}_{mm'}W_{m'n}\Bigr]^{-1},
\end{equation}
where $G^{(n)}$ belongs to the system without site $n$ and is independent of $W_{nm}$. For $N\to\infty$ at fixed $\operatorname{Im}z>0$, $W_{nn}$ vanishes and the double sum tends to $(\tau/N)\sum_mG_{mm}=\tau G$. Averaging over the species on site $n$ reproduces (\ref{semi}). One matrix with $N=1200$, exactly half of the sites A, and $\Delta=0.15$ hartree gave a half gap of 0.0161 hartree, an outer edge at 0.1512 hartree and an A share of 94.4\%. The edges differ from the CPA values by about 1\% of $D$, and both lie on the inner side of the predicted sub-band. This is the order of magnitude expected for a finite matrix. At an edge $z(u)$ has a turning point, so $\rho$ rises as the square root of the distance $\delta$ from the edge. The number of levels within $\delta$ is then of order $N(\delta/D)^{3/2}$, which reaches one at $\delta\sim DN^{-2/3}$, about 1\% of $D$ for $N=1200$. The size was not varied to test this scaling.

On an ordinary lattice, with hopping of finite range, a gap predicted by the CPA need not be empty. Suppose the clean spectrum fills $[-D,D]$. An infinite random alloy contains pure A regions of any size, and a wave packet spread smoothly inside a large one satisfies the Schr\"odinger equation as accurately as desired at any energy in $\varepsilon_A+[-D,D]$. The spectrum therefore includes that whole interval and, likewise, $\varepsilon_B+[-D,D]$. It includes nothing else, since adding $W$, whose norm is $D$, cannot place spectrum farther than $D$ from the two levels. A strict gap thus requires $\Delta>2D$. The CPA threshold $\Delta=D$ belongs to the semi-elliptic band and depends on the band shape. Whenever $\Delta\le2D$, as in the example, the spectrum of such a lattice fills any gap that the CPA predicts. For $\Delta>2D$ the strict gap is $\Delta-2D$, and a wider CPA gap, such as the $\Delta-\sqrt2D$ found above, still holds states between its edges and the strict ones. These states come from regions rich in one species, which a theory of one site in an average medium cannot describe; the deeper they lie in the CPA gap, the larger and rarer the regions required.

A simple cubic crystal of 1000 sites with nearest-neighbour hopping and $\Delta=1.5D$ illustrates this. When A and B alternate, $W$ links unlike sites and anticommutes with the level term, so $H^2=a^2+W^2$ and no state has $|E|<a$. Filling a cube of 343 sites with A atoms put 19 states into the window $|E|<E_{\rm in}$, where there had been none. The window is borrowed from the semi-elliptic band, since the cubic band has another shape. The printed values are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
half bandwidth D = 0.100 hartree = 2.7211 eV
tau = D^2/4 = 0.002500 hartree^2
concentration of A in the example = 0.5
delta = 0.050 hartree: DOS at centre = 5.5133 states/(hartree site)
delta = 0.100 hartree: DOS at centre = 0.0000 states/(hartree site)
delta = 0.150 hartree: DOS at centre = 0.0000 states/(hartree site)
clean band: DOS at centre = 6.3662 states/(hartree site)
delta = 0.050: outer edges = +/-0.11009 hartree
delta = 0.050: Im sigma(0) = -0.01443 hartree
delta = 0.050: same, direct CPA = -0.01443 hartree
delta = 0.100: outer edges = +/-0.12990 hartree
delta = 0.150: s_minus = 0.0014264 hartree^2
delta = 0.150: s_plus = 0.0123236 hartree^2
delta = 0.150: u_minus = 0.037767 hartree
delta = 0.150: u_plus = 0.111012 hartree
delta = 0.150: inner edges = +/-0.01528 hartree
delta = 0.150: outer edges = +/-0.15244 hartree
delta = 0.150: gap = 0.03056 hartree = 0.8315 eV
delta = 0.150: upper sub-band = 0.5000 states/site
delta = 0.150: A share of upper sub-band = 0.9444
Gaussian-hopping matrix size = 1200 sites
matrix, delta = 0.150: half gap = 0.01605 hartree
matrix, delta = 0.150: outer edge = 0.15124 hartree
matrix, delta = 0.150: A share of upper = 0.9445
delta = 0.050, |E| < 0.02 hartree: CPA fraction = 0.2204
same window, matrix fraction = 0.2192
delta = 0.030 hartree: number of bands = 1
delta = 0.095 hartree: number of bands = 1
delta = 0.105 hartree: number of bands = 2
delta = 0.150 hartree: number of bands = 2
largest difference, direct CPA vs cubic (units of D) = 1.2e-14
ring: order of CPA error in delta = 3.964
ring: order of mean-level error in delta = 1.998
cubic crystal: 1000 sites, pure-A cube of 343 sites
ordered AB: states in CPA gap window = 0
with A cube: states in CPA gap window = 19
\end{verbatim}
